# A failing check and its repair

Subject: Mean Charge of Selenium Double Donors in Silicon near a Silicide Contact.

```python
"""Mean charge of a selenium double donor in silicon at thermal equilibrium.
Result under test: z = (1 + 2*x2)/(1 + x0 + x2), in elementary charges, with
  x2 = P(2+)/P(+) = exp((D - a2)/kT)/2,  x0 = P(0)/P(+) = exp((a1 - D)/kT)/2.
a1, a2: depths of the (0/+) and (+/2+) levels below the conduction band, eV
D: depth of the Fermi level below the same band edge, eV;  kT in eV.
Near a metal at distance d an ion of charge m has image energy -m^2*W.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm

K_EV = const.k / const.e
A1, A2, D0, T0 = 0.31, 0.59, 0.56, 300.0
EPS_R = 11.7                       # static permittivity of silicon, rough
EPS = EPS_R * const.epsilon_0
COULOMB = const.e / (4 * np.pi * EPS) * 1e9   # V nm


def ratios(D, T, a1=A1, a2=A2):
    kT = K_EV * T
    return 0.5 * np.exp((a1 - D) / kT), 0.5 * np.exp((D - a2) / kT)


def mean_charge(D, T, a1=A1, a2=A2):
    x0, x2 = ratios(D, T, a1, a2)
    return (1 + 2 * x2) / (1 + x0 + x2)


def fock_charge(D, T, W=0.0):
    """Trace over the Fock space of one orbital with two spins."""
    a = np.array([[0.0, 1.0], [0.0, 0.0]])
    one, sign = np.eye(2), np.diag([1.0, -1.0])
    c_up, c_dn = np.kron(a, one), np.kron(sign, a)
    n_up, n_dn = c_up.T @ c_up, c_dn.T @ c_dn
    number = n_up + n_dn
    charge = 2 * np.eye(4) - number
    H = -A2 * number + (A2 - A1) * n_up @ n_dn - W * charge @ charge
    rho = expm(-(H + D * number) / (K_EV * T))
    return np.trace(rho @ charge) / np.trace(rho)


def image_energy(d):
    """Image energy of a unit charge, eV, with d in nm."""
    return COULOMB / (4 * d)


def charge_near_metal(d):
    W = image_energy(d)
    return mean_charge(D0, T0, A1 - W, A2 - 3 * W)


# Charge formula against the Fock-space trace
for T in (200.0, 300.0, 450.0):
    for D in (0.25, 0.31, 0.45, 0.56, 0.62, 0.75):
        assert abs(mean_charge(D, T) - fock_charge(D, T)) < 1e-9
for d in (2.0, 5.0, 10.0, 30.0):
    assert abs(charge_near_metal(d)
               - fock_charge(D0, T0, image_energy(d))) < 1e-9

kT = K_EV * T0
x0, x2 = ratios(D0, T0)
total = 1 + x0 + x2
p0, p1, p2 = x0 / total, 1 / total, x2 / total
z = mean_charge(D0, T0)
assert abs(z - 1.14) < 0.01

# Slope of the charge against a finite difference of the Fock-space trace
slope = (p1 + 4 * p2 - z**2) / kT
h = 1e-4
slope_fd = (fock_charge(D0 + h, T0) - fock_charge(D0 - h, T0)) / (2 * h)
assert abs(slope / slope_fd - 1) < 1e-4

# Half of the atoms doubly ionized
D_half = A2 + kT * np.log(2)
assert abs(fock_charge(D_half, T0) - 1.5) < 1e-4

# Charge when spin degeneracy is wrongly left out
y0, y2 = 2 * x0, 2 * x2
z_nospin = (1 + 2 * y2) / (1 + y0 + y2)


# Image energy from the electrostatic stress on the metal surface
def pull(x):
    """Force on a unit charge at distance x, eV/nm."""
    def stress(r):
        field = 2 * COULOMB * x / (r * r + x * x)**1.5
        return field**2 / (8 * np.pi * COULOMB) * 2 * np.pi * r
    return quad(stress, 0, x)[0] + quad(stress, x, np.inf)[0]


d_sheet = 10.0                     # nm
work = quad(pull, d_sheet, np.inf)[0]
assert abs(work / image_energy(d_sheet) - 1) < 1e-5

# Potential step of the donor sheet: plate formula against summed images
dose_cm2 = 1e11
dose_nm2 = dose_cm2 * 1e-14
step = const.e * z * dose_cm2 * 1e4 * d_sheet * 1e-9 / EPS


def pair_potential(r):
    return z * COULOMB * (1 / r - 1 / np.sqrt(r * r + 4 * d_sheet**2))


def ring(r):
    return dose_nm2 * 2 * np.pi * r * pair_potential(r)


near = quad(ring, 1e-9, 50.0)[0]
far = quad(ring, 50.0, np.inf)[0]
assert abs((near + far) / step - 1) < 1e-5

# Random neighbours with frozen mean charge, mean band edge kept at D0
rng = np.random.default_rng(7)
samples, R = 20000, 200.0
counts = rng.poisson(dose_nm2 * np.pi * R**2, samples)
owner = np.repeat(np.arange(samples), counts)
radius = np.maximum(R * np.sqrt(rng.random(counts.sum())), 0.5)
phi = np.bincount(owner, weights=pair_potential(radius), minlength=samples)
disc_mean = near + quad(ring, 50.0, R)[0]
assert abs(phi.mean() - disc_mean) < 1e-3
z_local = mean_charge(D0 - (phi - disc_mean), T0)
z_random = z_local.mean()
z_random_err = z_local.std() / np.sqrt(samples)

# Other neglected effects
gap_drop = 0.05                    # eV, rough, from low temperature to 300 K
excite, orbital_nm = 0.4, 1.0      # eV and nm, rough
s = 1 + (10 / 2) * np.exp(-excite / kT)   # ten excited spin-orbital states
z_excited = (s + 2 * x2) / (s + x0 + x2)
barrier = 0.65                     # eV, rough, nickel silicide on silicon
field = (barrier - D0) / d_sheet   # V/nm
stark = (field * orbital_nm)**2 / excite

print(f"Level depths a1, a2: {A1:.2f}, {A2:.2f} eV")
print(f"Fermi depth D: {D0:.2f} eV; temperature: {T0:.0f} K")
print(f"Thermal energy kT: {kT:.5f} eV")
print(f"(D-a2)/kT: {(D0-A2)/kT:.4f}; (a1-D)/kT: {(A1-D0)/kT:.4f} (no unit)")
print(f"Ratio x2 = P(2+)/P(+): {x2:.4f} (no unit)")
print(f"Ratio x0 = P(0)/P(+): {x0:.3e} (no unit)")
print(f"Fraction neutral: {p0:.3e} (no unit)")
print(f"Fraction singly ionized: {p1:.4f} (no unit)")
print(f"Fraction doubly ionized: {p2:.4f} (no unit)")
print(f"Mean charge: {z:.4f} e = {z*const.e:.4e} C")
print(f"Mean charge from Fock-space trace: {fock_charge(D0, T0):.4f} e")
print(f"Mean charge if spin factors are omitted: {z_nospin:.4f} e")
print(f"Fermi depth for half doubly ionized: {D_half:.4f} eV")
print(f"Slope dz/dD: {slope*1e-3:.5f} e per meV")
print(f"Relative permittivity used: {EPS_R:.1f} (no unit)")
print(f"Sheet dose: {dose_cm2:.1e} cm^-2; distance: {d_sheet:.0f} nm")
print(f"Sheet charge: {z*const.e*dose_cm2*1e6:.4f} uC/cm2")
print(f"Sheet potential step: {step*1e3:.2f} mV")
print(f"Rough metal-side barrier: {barrier:.2f} eV")
print(f"Mean field, metal to sheet: {field*10:.3f} MV/cm")
for d in (2.0, 5.0, 10.0, 30.0):
    W = image_energy(d)
    print(f"Metal at {d:.0f} nm: W = {W*1e3:.2f} meV, "
          f"3W = {3*W*1e3:.2f} meV, charge {charge_near_metal(d):.3f} e")
print(f"Charge averaged over random neighbours: {z_random:.4f} e")
print(f"Sampling error of that average: {z_random_err:.4f} e")
print(f"Charge, a2 deeper by 10 meV: {mean_charge(D0,T0,A1,A2+0.01):.3f} e")
print(f"Charge, a2 shallower by 10 meV: {mean_charge(D0,T0,A1,A2-0.01):.3f} e")
print(f"Rough gap narrowing: {gap_drop*1e3:.0f} meV")
print(f"Charge, a2 reduced by it: {mean_charge(D0,T0,A1,A2-gap_drop):.3f} e")
print(f"Charge at 400 K, same depths: {mean_charge(D0, 400.0):.3f} e")
print(f"Rough excitation energy of Se+: {excite:.1f} eV")
print(f"Charge change from excited Se+: {z_excited-z:.1e} e")
print(f"Rough orbital size: {orbital_nm:.0f} nm")
print(f"Quadratic field shift, estimate: {stark*1e3:.2f} meV")
print("finished without a failed check")
```

The run ends like this:

```
Traceback (most recent call last):
  File "check.py", line 94, in <module>
    assert abs(work / image_energy(d_sheet) - 1) < 1e-5
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

The author's reading of the failure: The fault lies in the numerical integration, not in the image-energy formula: done by hand, the stress integral gives q²/(16 pi eps x²) for the force and q²/(16 pi eps d) for the work. The first program integrated to infinity in nanometres with the default absolute error limit, which is too coarse for the tiny forces at large distance and let errors build up over the long range. Both integrals now use scaled variables and a purely relative error limit; the tested quantity and its tolerance of 1e-5 are unchanged. As a precaution, the difference between a point charge's potential and its image's is also written in an algebraically equal form that avoids cancellation at large distance.

Repair:

```diff
@@ -83,13 +83,16 @@
 # Image energy from the electrostatic stress on the metal surface
 def pull(x):
-    """Force on a unit charge at distance x, eV/nm."""
-    def stress(r):
+    """Force on a unit charge at distance x, eV/nm; radius r = x*s."""
+    def stress(s):
+        r = x * s
         field = 2 * COULOMB * x / (r * r + x * x)**1.5
-        return field**2 / (8 * np.pi * COULOMB) * 2 * np.pi * r
-    return quad(stress, 0, x)[0] + quad(stress, x, np.inf)[0]
+        return field**2 / (8 * np.pi * COULOMB) * 2 * np.pi * r * x
+    return quad(stress, 0, np.inf, epsabs=0, epsrel=1e-9)[0]
 
 
 d_sheet = 10.0                     # nm
-work = quad(pull, d_sheet, np.inf)[0]
+# Work from d_sheet to infinity, with distance x = d_sheet/u
+work = quad(lambda u: pull(d_sheet / u) * d_sheet / u**2, 0, 1,
+            epsabs=0, epsrel=1e-7)[0]
 assert abs(work / image_energy(d_sheet) - 1) < 1e-5
 
@@ -101,5 +104,7 @@
 
 def pair_potential(r):
-    return z * COULOMB * (1 / r - 1 / np.sqrt(r * r + 4 * d_sheet**2))
+    """Charge plus image: 1/r - 1/t, written without cancellation."""
+    t = np.sqrt(r * r + 4 * d_sheet**2)
+    return z * COULOMB * 4 * d_sheet**2 / (r * t * (r + t))
 
 
```

After the repair:

```
Level depths a1, a2: 0.31, 0.59 eV
Fermi depth D: 0.56 eV; temperature: 300 K
Thermal energy kT: 0.02585 eV
(D-a2)/kT: -1.1605; (a1-D)/kT: -9.6704 (no unit)
Ratio x2 = P(2+)/P(+): 0.1567 (no unit)
Ratio x0 = P(0)/P(+): 3.156e-05 (no unit)
Fraction neutral: 2.729e-05 (no unit)
Fraction singly ionized: 0.8645 (no unit)
Fraction doubly ionized: 0.1354 (no unit)
Mean charge: 1.1354 e = 1.8191e-19 C
Mean charge from Fock-space trace: 1.1354 e
Mean charge if spin factors are omitted: 1.2385 e
Fermi depth for half doubly ionized: 0.6079 eV
Slope dz/dD: 0.00453 e per meV
Relative permittivity used: 11.7 (no unit)
Sheet dose: 1.0e+11 cm^-2; distance: 10 nm
Sheet charge: 0.0182 uC/cm2
Sheet potential step: 17.56 mV
Rough metal-side barrier: 0.65 eV
Mean field, metal to sheet: 0.090 MV/cm
Metal at 2 nm: W = 15.38 meV, 3W = 46.15 meV, charge 1.483 e
Metal at 5 nm: W = 6.15 meV, 3W = 18.46 meV, charge 1.242 e
Metal at 10 nm: W = 3.08 meV, 3W = 9.23 meV, charge 1.183 e
Metal at 30 nm: W = 1.03 meV, 3W = 3.08 meV, charge 1.150 e
Charge averaged over random neighbours: 1.1485 e
Sampling error of that average: 0.0003 e
Charge, a2 deeper by 10 meV: 1.096 e
Charge, a2 shallower by 10 meV: 1.187 e
Rough gap narrowing: 50 meV
Charge, a2 reduced by it: 1.520 e
Charge at 400 K, same depths: 1.173 e
Rough excitation energy of Se+: 0.4 eV
Charge change from excited Se+: -1.1e-07 e
Rough orbital size: 1 nm
Quadratic field shift, estimate: 0.20 meV
finished without a failed check
```
